Fractional parentage in j^n: what the antisymmetrizer leaves undecided

**A pair and a third particle**

Put two particles of a j = 7/2 shell into their state of zero total spin and add a third in orbital m. The total spin is 7/2, and the state is antisymmetric in particles 1 and 2. How much of it is antisymmetric in all three?

The shell has 8 orbitals, forming 4 pairs (m', −m'), and the zero-spin state contains each pair with weight 1/4. The pair that includes the orbital of the third particle is lost on antisymmetrization, so 3 terms survive. In each of them a normalized two-particle determinant multiplies a third, different orbital. Its overlap with the normalized three-particle determinant is 2·(1/√2)(1/√6) = 1/√3. The surviving determinants are all different, so the antisymmetric fraction is

3 · (1/4) · (1/3) = 1/4.

Coupling a particle to a single antisymmetric parent therefore need not give an antisymmetric state, and here it does not. The other parents, with pair spins J1 = 2, 4 and 6, must enter with definite amplitudes. These are the coefficients of fractional parentage, or cfps:

|j^n αJ⟩ = Σ_a c(a;α) |(j^(n−1) a, J_a) j; J⟩.

Here a labels the antisymmetric parent states, particle n is coupled last, and α distinguishes states of equal J. Coefficients are real and Clebsch-Gordan phases are those of Condon and Shortley. In a Dirac atom the shell consists of the 2j+1 spinors that share one pair of radial functions and one value of κ; the radial functions play no part below. All quantities are dimensionless.

The obvious design is to write the antisymmetrizer A as a matrix in the parent basis and diagonalize it. The matrix is needed in any case.

**The matrix**

Every permutation of n particles either permutes the first n−1 among themselves, or does so and then exchanges n with some i < n. Hence

A_n = (1/n)(1 − Σ_{i<n} P_in) A_{n−1}.

On the parent basis A_{n−1} = 1. Also P_in = P_{i,n−1} P_{n−1,n} P_{i,n−1}. For i < n−1 the outer exchanges each give −1 on bra and ket, so all n−1 exchanges have equal matrix elements:

A_ab = (1/n)[δ_ab − (n−1)⟨a|P_{n−1,n}|b⟩].

Since A_{n−1}A_n = A_n, the range of A_n lies inside the parent space. The matrix is thus an orthogonal projector, with eigenvalues 0 and 1 only.

For the exchange, expand the parents in their own parents q, states of j^(n−2). We need the overlap of ((J_q j_{n−1})J_a j_n)J with ((J_q j_n)J_b j_{n−1})J. The standard recoupling is

⟨(j1 j2)J12 j3; J | j1 (j2 j3)J23; J⟩ = (−1)^(j1+j2+j3+J) √[(2J12+1)(2J23+1)] {j1 j2 J12; j3 J J23},

where braces denote a 6j symbol, upper row first. To use it, let j1 = J_q and j2 = j3 = j, with j2 belonging to particle n−1 and j3 to particle n, and reverse the couplings (j1 j2)J_a and (J_b j2)J. The two states then read ((j2 j1)J_a j3)J and (j2 (j1 j3)J_b)J, so the formula applies with j1 and j2 interchanged and supplies the symbol {j J_q J_a; j J J_b}. The reversals give (−1)^(j1+j2−J_a) and (−1)^(J_b+j2−J). With the phase of the recoupling, the total exponent is

J_b − J_a + 2j1 + 3j2 + j3 = J_b − J_a + 2J_q + 4j.

The number 4j is even. The number 2J_a has the parity of 2J_q + 2j, and 2j is odd. Replacing −J_a by J_a − 2J_a therefore turns the phase into −(−1)^(J_a+J_b). The minus sign cancels the one in front of the exchange:

A_ab = (1/n){δ_ab + (n−1) Σ_q c(q;a)c(q;b) (−1)^(J_a+J_b) √[(2J_a+1)(2J_b+1)] {j J_q J_a; j J J_b}}.

We also need the 6j symbol with a zero:

{a b c; b a 0} = (−1)^(a+b+c)/√[(2a+1)(2b+1)].

For n = 2 it gives A = [1+(−1)^J]/2, so that only even J survives, as it should.

For n = 3 and J = j, the J1 = 0 column follows from the same symbol:

A_00 = (1/3)[1 − 2/(2j+1)] = (2j−1)/[3(2j+1)],
A_{J1,0} = −2√(2J1+1)/[3(2j+1)] for even J1 > 0.

At j = 7/2 the first line is the 1/4 found by counting. The number of states of spin J is N(M=J) − N(M=J+1), where N counts determinants, because each multiplet of spin J or more has one state at M = J. This number equals the trace of A. At j = 7/2 it is 1, so A = cc^T. At j = 9/2 it is 2, and the normalized J1 = 0 column is then one of the two antisymmetric states. In either case, dividing the column by c(0) = √A_00 gives

c(0) = √{(2j−1)/[3(2j+1)]},
c(J1) = −2√(2J1+1)/√[3(2j+1)(2j−1)].

For j = 7/2 these are 0.5000, −0.3727, −0.5000 and −0.6009. The squares add to one for any j > 1/2: the sum of 2J1+1 over even J1 > 0 is j(2j+1) − 1 = (2j−1)(j+1), whence the total is [2j−1+4(j+1)]/[3(2j+1)] = 1.

**Where diagonalization stops being enough**

Take n = 4, J = 4 in the same shell. There are six parents, and the eigenvalues are 0 four times and 1 twice. An eigensolver may return any orthonormal pair in the two-dimensional space, with any signs. Another solver, or a rounding difference, may return another pair. Both are antisymmetric, but tables made from them cannot be mixed: the states of j^4 are parents for j^5, and their rotation mixes the two columns of the j^5 table that refer to them.

One might hope that the sum rules would detect the ambiguity. The first is orthonormality,

Σ_a c(a;α)c(a;α') = δ_αα' at equal J.

The second comes from adding a particle to j^(n−1). The part of |αJM⟩ with the last particle in orbital m is Σ_a c(a;α)⟨J_a M_a j m|JM⟩|aM_a⟩, and a_m gives √n times this, up to a sign fixed by the ordering convention. On n−1 particles,

Σ_m a_m a†_m = 2j+1−(n−1) = 2j+2−n.

Insert the complete set of j^n states between a_m and a†_m. At fixed M_a, the squared Clebsch-Gordan coefficients summed over M and m give (2J+1)/(2J_a+1). For parents a, b of equal spin J_a this yields

n Σ_αJ (2J+1)c(a;αJ)c(b;αJ) = δ_ab(2J_a+1)(2j+2−n).

At fixed J, however, Σ_α c(a;α)c(b;α) is A_ab, whatever basis was chosen in the eigenvalue-1 space. Both rules are blind to the rotation. They are also blind to a fault that multiplies each c(a;α) by a sign depending only on J_a. The rules test completeness and normalization; they cannot certify labels or recoupling phases. Something else must choose the basis, and something else must test the signs.

**Pairs as the missing label**

Let Ω = j+1/2 be the number of orbital pairs, and define

S+ = Σ_{m>0} (−1)^(j−m) a†_m a†_{−m}, S− = (S+)†, S0 = (N−Ω)/2.

S+ creates a pair of zero spin, so it does not change J. For one pair of orbitals the commutator of creation with annihilation is n_m n_{−m} − (1−n_m)(1−n_{−m}) = n_m+n_{−m}−1. Summed, this is [S+,S−] = 2S0. With [S0,S±] = ±S±, these operators form an angular-momentum algebra, the quasispin.

A state of v particles with S−|v⟩ = 0 contains no zero-spin pair. It has S0 = −(Ω−v)/2 and thus quasispin S = (Ω−v)/2. Adding pairs keeps S, and so keeps the seniority v. In the n-particle member of this family S+S− has the value

s(n,v) = (S+S0)(S−S0+1) = (n−v)(2j+3−n−v)/4,

where S and S0 in the middle expression are numbers. For given n, different allowed v give different values, so seniority separates states of equal J that differ in v, such as the two J = 4 states above. It is used here as a basis label. Whether an interaction conserves it is a separate question: for j = 5/2 and 7/2 every rotationally invariant two-body interaction within the shell does, but for j = 9/2 a general one does not.

One could diagonalize S+S− inside the eigenvalue-1 space, but the signs would remain free. It is better to construct the v < n states by attaching a pair to an ancestor φ in j^(n−2), which settles both questions. Recoupling φ, of spin J, with a zero-spin pair gives the phase (−1)^(2J+2j) times that of the 6j symbol, (−1)^(J+j+J_a). Since 4(J+j) is even, their product is (−1)^(J_a−J−j). Projecting the first n−1 particles onto antisymmetric parents supplies a factor c(φ;a):

u_a = (−1)^(J_a−J−j) √{(2J_a+1)/[(2J+1)(2j+1)]} c(φ;a).

This intermediate projection loses nothing, because A_n A_{n−1} = A_n. The cfp vector is defined as

c = Au/|Au|.

The length of Au follows from the pair algebra. The normalized pair creator is S+/√Ω. The product of a normalized (n−2)-particle determinant and a disjoint two-particle determinant overlaps the normalized n-particle determinant by √[(n−2)!2!/n!]; if they share an orbital, both sides vanish. Therefore

|Au|² = g(n,v) = [2/(n(n−1))] s(n,v)/Ω = (n−v)(2j+3−n−v)/[(2j+1)n(n−1)].

Orthogonal ancestors of definite seniority have orthogonal descendants, since S−S+ acts on each as a number. Beyond half filling g can vanish: for j = 7/2, attaching a pair to a v = 4 state of j^4 gives 10−6−4 = 0. Such a state has quasispin zero and cannot accept a pair, so the candidate is discarded.

**What pairs cannot decide**

States with v = n have no ancestor. Their space is what remains after the paired states are removed:

R = A − Σ_paired cc^T.

If it has dimension one, only a sign is open. If a value of (v,J) occurs more than once, a rotation is open again, and seniority cannot help. A further convention is then unavoidable. Go through the parents in a fixed order of rising J_a. At the first k with R_kk ≠ 0, set

c_a = R_ak/√R_kk,

replace R by R − cc^T, and continue. Since R is a projector, column k has squared length R_kk, so c is normalized, and its pivot component √R_kk is positive. The result depends on A, the paired states and the parent order, not on the eigensolver.

This first matters here for j = 9/2, n = 4, J = 4, with one v = 2 state and two v = 4 states. The first v = 4 state has its pivot at J_a = 3/2, with coefficient 0.4888. The second has zero there and its pivot, 0.0441, at J_a = 5/2. Any rotation of these two is an equally valid basis with the same v and J; the pivot rule only makes tables reproducible and carries no physical meaning. Dynamics can prefer another pair. In this case one fixed v = 4 combination, with overlaps 0.250 and 0.968 in magnitude on the first and second pivot states, remains an eigenstate, unmixed with the other two J = 4 states, under randomly chosen rotationally invariant two-body interactions within the shell.

The scheme at each n and J is then:

1. Build A from the stored cfps of j^(n−1). Check that its eigenvalues are 0 or 1 and that its trace is the counted number of states.
2. For each ancestor of spin J in j^(n−2), form Au, discard it if g = 0, and otherwise normalize it.
3. Subtract the paired states and treat the remainder by the pivot rule.
4. Store the states in fixed order, with their signs.

**The four-particle case in numbers**

For j = 7/2, n = 4, J = 4, the ancestor is the J = 4 pair state of j². For the parent J_a = 7/2, v1 = 1, the phase is +1 and c(φ;a) = −0.5, so

u = √[8/(9·8)] · (−0.5) = −0.1667.

The projected component is +0.1667, whereas each of the other five components is halved. Both features can be derived. Antisymmetrizing φ times a pair averages, with signs, over the n(n−1)/2 choices of the pair. A parent with v1 = n−1 contains no zero-spin pair, so only the n−1 choices involving particle n contribute, and equally. This gives

(Au)_a = [(n−1)/(n(n−1)/2)] u_a = (2/n)u_a,

a factor 1/2 here. The remaining component x follows from u·Au = |Au|² = g. The formula gives g(4,2) = 2·4/(8·4·3) = 1/12. The v1 = 3 components of u have squares summing to 0.2222, so

0.2222/2 − 0.1667x = 0.0833, or x = 0.1667.

The sign reversal is thus required by the projection. Dividing Au by √g = 0.2887 gives the v = 2 row, with c = 0.5774 for the v1 = 1 parent.

For the v = 4 state the first pivot is J_a = 3/2:

R_kk = 0.161905 − 0.361873² = 0.03095, c = 0.1759.

Its v1 = 1 component is zero. Had the two states been rotated by an angle θ, these components would have been 0.5774 cos θ and 0.5774 sin θ in magnitude, with both sum rules still satisfied.

The second sum rule for this parent receives n(2J+1)c² = 4.000, 6.667, 12.000 and 17.333 from J = 0, 2, 4 and 6. The total is 40 = 8·5: eight orientations of the parent times the five orbitals that three particles leave empty.

**Tests that see labels and signs**

A check sensitive to seniority comes from removing one particle. The operators a_m and a†_{−m}, with suitable signs, form a quasispin doublet, so removal changes S by 1/2 and only parents with v1 = v±1 occur. Let f be the total weight Σc² of those with v1 = v−1. Because a†_m commutes with S+, and S− with a_m,

Σ_m a†_m S+S− a_m = S+ N S−.

Taking expectation values gives

n[f s(n−1,v−1) + (1−f)s(n−1,v+1)] = (n−2)s(n,v).

Write k = n−v and D = 2j+3−n−v. After multiplication by 4/n this reads

f k(D+2) + (1−f)(k−2)D = (1−2/n)kD.

The terms in f combine to 2f(k+D). Moving (k−2)D to the right leaves 2D − 2kD/n = 2Dv/n, so

f = v(2j+3−n−v)/[n(2j+3−2v)].

For v = n this gives f = 1, and for v = 0 it gives f = 0. For the v = 2 state above it gives 2·4/(4·6) = 1/3, carried wholly by the parent J_a = 7/2; hence 0.5774 = 1/√3.

The check |Au|² = g can already reveal a wrong recoupling phase in A, but not a sign fault shared by A and u. That needs a test outside the parent basis. Clebsch-Gordan coefficients turn the cfps into explicit amplitudes Ψ(m1,...,mn). These must change sign when the last two particles are exchanged, be orthonormal, and number (2j+1)!/[n!(2j+1−n)!]. Contracting the last two particles with the zero-spin pair must return +√g times the ancestor, or zero when v = n. This contraction tests seniority and sign together.

The amplitudes passed these tests for j = 5/2 up to n = 6, j = 7/2 up to n = 5, and j = 9/2 up to n = 4. The sum rules and parent weights were tested through the full shell for all three j. The largest deviation, 8.8×10⁻¹³, occurs in the second sum rule, whose nonzero right-hand sides are integers from 2 to 154. The numerical output gives the matrices and coefficient tables.

The construction assumes equivalent particles in one shell. For several shells, each j^n factor can be built this way, but coupling the shells and antisymmetrizing between them is a separate step. Signs must also be carried as a set: if the n-particle states are kept fixed, reversing one of their parent states reverses its whole column of coefficients, so coefficients from tables with different conventions can be combined only after their states have been matched.

Computed results

```
All numbers are dimensionless
Shell j=7/2; number of J levels for n=2,3,4: [4, 6, 8]
n=3 J=7/2 antisymmetrizer, parents J1 = ['0', '2', '4', '6']
    0.250000 -0.186339 -0.250000 -0.300463
   -0.186339  0.138889  0.186339  0.223952
   -0.250000  0.186339  0.250000  0.300463
   -0.300463  0.223952  0.300463  0.361111
  eigenvalues  0.000000  0.000000  0.000000  1.000000
n=3 cfps, columns J1 = ['0', '2', '4', '6']
  J= 3/2 v=3  0.000000  0.462910 -0.886405  0.000000
  J= 5/2 v=3  0.000000  0.781736  0.246183 -0.572960
  J= 7/2 v=1  0.500000 -0.372678 -0.500000 -0.600925
  J= 9/2 v=3  0.000000  0.321208 -0.805823  0.497468
  J=11/2 v=3  0.000000  0.527046 -0.443813 -0.724743
  J=15/2 v=3  0.000000  0.000000  0.476731 -0.879049
n=4 J=4 antisymmetrizer, parents (J1,v1) = (3/2,3) (5/2,3) (7/2,1) (9/2,3) (11/2,3) (15/2,3)
    0.161905  0.160357 -0.208928 -0.165643  0.000000 -0.197203
    0.160357  0.448485 -0.071067  0.020489 -0.386289 -0.258732
   -0.208928 -0.071067  0.333333  0.300312 -0.181186  0.224733
   -0.165643  0.020489  0.300312  0.287046 -0.246111  0.161354
    0.000000 -0.386289 -0.181186 -0.246111  0.515152  0.084569
   -0.197203 -0.258732  0.224733  0.161354  0.084569  0.254079
  eigenvalues  0.000000  0.000000  0.000000  0.000000  1.000000  1.000000
  pair vector u  -0.208928 -0.071067 -0.166667  0.300312 -0.181186  0.224733
  projected A u  -0.104464 -0.035533  0.166667  0.150156 -0.090593  0.112367
  |Au|^2 = 0.083333, formula g(4,2) = 0.083333
n=4 cfps, same parent columns
  J= 0 v=0  0.000000  0.000000  1.000000  0.000000  0.000000  0.000000
  J= 2 v=2  0.253546 -0.524404  0.577350 -0.278174  0.500000  0.000000
  J= 2 v=4  0.560612  0.158114  0.000000  0.754854  0.301511  0.000000
  J= 4 v=2 -0.361873 -0.123091  0.577350  0.520156 -0.313823  0.389249
  J= 4 v=4  0.175933  0.658281  0.000000  0.128388 -0.645497 -0.320256
  J= 5 v=4  0.387298 -0.333712  0.000000 -0.553912 -0.459390  0.469871
  J= 6 v=2  0.000000  0.238366  0.577350 -0.267183 -0.426401 -0.597196
  J= 8 v=4  0.000000  0.000000  0.000000  0.373979 -0.483494  0.791438
Second sum rule, parent J1=7/2 v1=1: terms n(2J+1)c^2
  J=0 v=0: 4.000000
  J=2 v=2: 6.666667
  J=4 v=2: 12.000000
  J=6 v=2: 17.333333
  sum 40.000000, required (2J1+1)(2j+2-n) = 40
Shell j=9/2, n=4, J=4: parents (J1,v1) = (3/2,3) (5/2,3) (7/2,3) (9/2,1) (9/2,3) (11/2,3) (13/2,3) (15/2,3) (17/2,3) (21/2,3)
  v=2 -0.284268 -0.181186 -0.176295  0.612372 -0.344932  0.363442 -0.156447 -0.243006  0.381691  0.000000
  v=4  0.488763 -0.389902  0.091640  0.000000 -0.338179 -0.216665 -0.350313 -0.464636 -0.317451  0.000000
  v=4  0.000000  0.044100  0.613614  0.000000  0.087314  0.473529 -0.544529  0.284952 -0.109407  0.000000
Largest deviations in the tests (all shells)
  eigenvalues 0 or 1: 1.2e-14
  pair norm formula: 9.5e-16
  nothing left over: 1.4e-14
  first sum rule: 3.8e-14
  second sum rule: 8.8e-13
  parents v1 = v+-1 only: 2.3e-15
  weight of v1 = v-1: 3.8e-14
  closed n=3 formula: 2.2e-16
  wavefunction orthonormality: 3.8e-14
  exchange antisymmetry: 5.0e-16
  pair removal with sign: 2.2e-16
  v=n holds no zero pair: 6.5e-16
```
